# Charged Hafnia Supercells: What the Uniform Background Leaves Uncorrected

## The argument under comment

The argument concerns an oxygen vacancy in hafnia that has lost two electrons, $q=+2$. It runs as follows. A periodic array of charged cells has infinite electrostatic energy. A uniform background of charge $-q$ per cell removes the infinity. The computed energy is then finite and stable against the basis cutoff, so it may be put directly into the formation energy

$$E_f=E[D^q]-E[\text{bulk}]+\sum_i n_i\mu_i+q(\varepsilon_v+E_F).$$

Here $n_i$ atoms of species $i$, with chemical potential $\mu_i$, have been removed; $\varepsilon_v$ is the valence-band edge and $E_F$ is measured from it.

The premises are sound, but the conclusion that the energy may be used directly does not follow from them: a finite energy may still belong to a different physical system. The formation energy refers to one defect in an otherwise unperturbed crystal, whereas the cell describes a lattice of defects immersed in a background. The question is by how much the two energies differ, and on what potential zero $\varepsilon_v$ must be given.

## What is being compared

The algebra uses atomic units. Potentials are those felt by a positive charge, so a rise in potential lowers electron levels. The supercell is a cube of edge $L$ and volume $\Omega=L^3$. The host responds as a uniform linear medium of dielectric constant $\epsilon$. The defect is a rigid, spherical charge density $\rho$, which excludes the polarization of the medium, and it does not overlap its images. Its moments are

$$q=\int\rho\,d^3r,\qquad Q=\int\rho\,r^2\,d^3r .$$

The unperturbed host also has a periodic potential. Its interaction with $\rho$ is the same for the isolated and the repeated defect, provided one zero is used for both, so it drops out of their difference.

With $\rho(\mathbf G)=\int\rho\,e^{-i\mathbf G\cdot\mathbf r}d^3r$, Poisson's equation $\nabla^2\phi=-4\pi(\rho-q/\Omega)/\epsilon$ in the cell gives

$$\phi(\mathbf r)=\frac{4\pi}{\epsilon\Omega}\sum_{\mathbf G\ne0}\frac{\rho(\mathbf G)}{G^2}e^{i\mathbf G\cdot\mathbf r}.$$

The background cancels the source at $\mathbf G=0$, which would otherwise be divided by zero. The mean of $\phi$ is not determined by Poisson's equation; it has been set to zero. The energy is half the integral of total charge times potential. The background's share is $-(q/2\Omega)\int\phi\,d^3r=0$, which leaves

$$E_{\rm per}=\frac12\int\rho\phi\,d^3r=\frac{2\pi}{\epsilon\Omega}\sum_{\mathbf G\ne0}\frac{|\rho(\mathbf G)|^2}{G^2}.$$

The background has not disappeared from the physics: it helps to shape $\phi$, as do the images. The isolated defect has instead

$$E_{\rm iso}=\frac1{2\epsilon}\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

## The energy error

Let $\psi$ be the zero-mean potential, in vacuum, of a cubic lattice of unit point charges with its background. Near the charge at the origin write $\psi=1/r+h$. The function $h$ is regular for $r<L$ and obeys $\nabla^2h=4\pi/\Omega$. Since $\nabla^2r^2=6$, the term $2\pi r^2/(3\Omega)$ supplies this source. What remains is harmonic and has cubic symmetry: a constant, plus harmonics of order $l\ge4$. Inversion excludes odd $l$, and no $l=2$ harmonic is invariant under the cubic group. Hence

$$h(\mathbf r)=-\frac{\alpha}{L}+\frac{2\pi r^2}{3\Omega}+u(\mathbf r),\qquad \nabla^2u=0,\quad u(0)=0 .$$

The constant scales as $1/L$ because $L$ is the only length in the point lattice. An Ewald sum gives $\alpha=2.8373$.

The cell potential is $\phi(\mathbf r)=\epsilon^{-1}\int\rho(\mathbf r')\psi(\mathbf r-\mathbf r')d^3r'$. Subtracting the isolated energy removes $1/|\mathbf r-\mathbf r'|$:

$$E_{\rm per}-E_{\rm iso}=\frac1{2\epsilon}\iint\rho(\mathbf r)\rho(\mathbf r')\,h(\mathbf r-\mathbf r')\,d^3r\,d^3r'.$$

The three parts of $h$ are taken in turn.

The constant gives $-\alpha q^2/(2\epsilon L)$.

For the quadratic part, expand $|\mathbf r-\mathbf r'|^2=r^2+r'^2-2\mathbf r\cdot\mathbf r'$. The first two terms each integrate to $qQ$, and the last to $-2p^2$, where $\mathbf p=\int\rho\,\mathbf r\,d^3r$ vanishes for a spherical density. The result is

$$\frac1{2\epsilon}\,\frac{2\pi}{3\Omega}\,(2qQ)=\frac{2\pi qQ}{3\epsilon\Omega}.$$

For the harmonic part, the average of a harmonic function over a sphere is its value at the centre. Integrating over $\mathbf r'$ therefore gives $q\,u(\mathbf r)$, and integrating over $\mathbf r$ gives $q^2u(0)=0$.

Therefore

$$E_{\rm per}-E_{\rm iso}=-\frac{\alpha q^2}{2\epsilon L}+\frac{2\pi qQ}{3\epsilon\Omega}.\tag{1}$$

The first term is negative because each defect is surrounded by compensating background, which attracts it more than the images repel it. It falls only as $1/L$.

A real vacancy is not spherical. If $q\neq0$, the dipole can still be removed by placing the origin at the centre of charge, $\mathbf p/q$. The $l=4$ harmonics then no longer cancel, but they enter as $r^4/L^5$ and are of higher order than both terms in (1).

## The potential reference

The second term of (1) can be read from the potential far from the defect. There $\psi$ is smooth and $\nabla^2\psi=4\pi/\Omega$ is constant. For such a function the average over a sphere of radius $r'$ exceeds the central value by $(r'^2/6)\nabla^2\psi$. Integrating this over the shells of $\rho$ gives

$$\phi_{\rm far}(\mathbf r)=\frac{q\,\psi(\mathbf r)}{\epsilon}+C,\qquad C=\frac{2\pi Q}{3\epsilon\Omega}.\tag{2}$$

The constant arises from the zero-mean convention. Inside the defect, $\phi$ differs from the point-charge potential. Both have zero mean over the cell, so the difference inside must be balanced by a constant outside. An isolated defect has no such constant: its potential tends to $q/(\epsilon r)$. Host levels far from the defect in the supercell are thus displaced by $-C$, beyond the effect of the point lattice, relative to the bulk calculation that supplied $\varepsilon_v$.

Comparison of (1) and (2) shows that the energy error contains the full product $qC$, although a self-energy carries a factor one half. The reason lies in the potential within the defect, where

$$\phi_{\rm per}-\phi_{\rm iso}=-\frac{\alpha q}{\epsilon L}+C+\frac{2\pi q r^2}{3\epsilon\Omega}+\frac{q\,u(\mathbf r)}{\epsilon}.$$

Multiplying by $\rho/2$ and integrating gives $qC/2$ from the constant. The parabolic potential gives another $\pi qQ/(3\epsilon\Omega)=qC/2$.

Within this model the energy to be used in $E_f$ is therefore

$$E[D^q]\;\longrightarrow\;E[D^q]+\frac{\alpha q^2}{2\epsilon L}-qC.\tag{3}$$

The point-lattice potential must be subtracted before $C$ is read off. If $\phi_{\rm far}$ itself is used as the alignment, the part $q\psi/\epsilon$ is wrongly included: it is the potential of the lattice of point charges with its background, whose effect on the energy is already in the image term.

For a non-spherical defect, the place where $C$ is read also matters. With the origin at the centre of charge, the quadrupole adds to $\phi_{\rm far}$ a term that varies with position and is of order $1/L^3$, like $C$ itself. At the cell corner this term vanishes by cubic symmetry. At other far points it generally does not vanish, but averaging over positions equivalent under the cubic group removes it.

## A second reference, which must cancel

The constant $C$ depends on the supercell and vanishes as $1/L^3$. The zero of the bulk potential is a separate matter. A periodic charge density fixes its potential only up to a constant $c$. Adding $c$ everywhere changes the energy of the defect charge $q$ by $qc$, and the host electron level by $-c$. If the interaction of the background with this constant is left out of $E[D^q]$, the two changes cancel in $E[D^q]+q\varepsilon_v$, while the charged energy by itself depends on $c$. If that interaction is counted, the cell is neutral and its energy does not depend on $c$; it then equals the zero-average value, and $\varepsilon_v$ must be given on the zero-average scale too.

The size of this freedom can be seen in a crystal built of neutral spherical units, one per cell of volume $v$. Let $\phi_u$ be the potential of one unit, with zero in vacuum, and $Q_u$ its second moment. Because $\phi_u$ is short-ranged, two integrations by parts leave no surface term:

$$6\int\phi_u\,d^3r=\int r^2\nabla^2\phi_u\,d^3r=-4\pi Q_u .$$

Deep inside a finite crystal the mean potential relative to vacuum is then

$$\bar V=\frac1v\int\phi_u\,d^3r=-\frac{2\pi Q_u}{3v}.$$

The zero-average convention discards $\bar V$.

Take a cubic host of edge 2.5 Å. Each unit has a core of charge $+4$ and a shell of charge $-4$, both Gaussian, with standard deviations 0.3 and 0.6 Å. Then $Q_u=3\times4\times(0.09-0.36)=-3.24\ e\,$Å$^2$ and $\bar V=6.254$ V. A rigid Gaussian charge $+2$ with standard deviation 0.8 Å is placed at the cell centre, and a Gaussian electron density with standard deviation 0.5 Å on a host site stands for the host level. No background is included here. The host potential is frozen and unscreened.

With the vacuum zero, the charge has energy 8.155 eV and the level lies at $-20.162$ eV. With the zero-average convention the values are $-4.353$ and $-13.908$ eV. The charged energy has moved by 12.507 eV, which is $2\bar V$, and has even changed sign. The combination, energy plus twice the level, is $-32.169$ eV in both conventions. One set of values comes from a real-space sum over a finite crystal and the other from a reciprocal sum, so the agreement is a test of the argument. These are energies of a toy host, not formation energies.

## Size of the error for a doubly charged defect

The example uses round model parameters and is not a first-principles calculation of hafnia. The defect consists of a Gaussian of charge $+2$ and standard deviation 0.8 Å, plus a neutral pair, $+6$ with 1.0 Å and $-6$ with 0.6 Å, standing for local rearrangement. A Gaussian of charge $c$ and standard deviation $s$ has second moment $3cs^2$, so

$$Q=3\,[\,2(0.64)+6(1.00-0.36)\,]=15.36\ e\,\text{Å}^2 .$$

Three quarters of $Q$ comes from the neutral part. Alignment thus depends on the whole disturbance of the charge density, not just on the ionized electrons.

For relaxed ions take $\epsilon=20$. With the Coulomb constant 14.3996 eV Å and $L=10$ Å,

$$-\frac{2.8373\times4\times14.3996}{2\times20\times10}=-0.409\ \text{eV},\qquad
qC=\frac{2\times2\pi\times15.36\times14.3996}{3\times20\times1000}=0.046\ \text{eV}.$$

| $L$ (Å) | image term (eV) | $qC$ (eV) | raw error (eV) |
|---|---|---|---|
| 10 | −0.409 | 0.046 | −0.362 |
| 15 | −0.272 | 0.014 | −0.259 |
| 20 | −0.204 | 0.006 | −0.198 |

The raw error is $E_{\rm per}-E_{\rm iso}$, with $E_{\rm per}$ from the reciprocal sum and $E_{\rm iso}$ from a real-space integral. In all three cells it agrees with (1) to better than $10^{-5}$ eV. That confirms the algebra for this model; it is not the accuracy to be expected in a real oxide.

At 10 Å the correction to be added is 0.362 eV, or 0.0133 hartree. The far potential at the cell corner is $-0.092$ V before subtraction, whereas $C=+0.023$ V, so the unsubtracted value has the wrong sign. Using it as the alignment would give a total correction of $0.409+2(0.092)=0.593$ eV, too large by 0.231 eV.

Comparing two cells is a weak check on the raw energy. Between 15 and 20 Å it changes by 0.060 eV, yet at 20 Å it is still 0.198 eV below the isolated value. For the image term alone to fall to 0.05 eV, the edge would have to be about 82 Å.

The error carries over to the charge-transition level. Let $E_2$ and $E_0$ be the formation energies at $E_F=0$ of the doubly charged and neutral vacancies. They are equally stable when $E_2+2E_F=E_0$, so $E_F=(E_0-E_2)/2$. For $q=0$ both terms in (1) vanish even though $Q\ne0$, and the neutral pair alone was tested to have no error. This holds for a spherical density: a neutral defect with a dipole keeps the $-2p^2$ term of the expansion above, an error $-2\pi p^2/(3\epsilon\Omega)$ that no choice of origin removes. An error of $-0.362$ eV in $E_2$ therefore raises the $(2+/0)$ level by 0.181 eV. The uncorrected cell makes the charged vacancy too cheap and its range of stability in $E_F$ too wide. In a discussion of dopants and vacancies in a memory capacitor, this would bias the predicted charge state.

## Which dielectric constant

The value of $\epsilon$ must describe the response that the calculation allowed. If the ions are held fixed while the charge is added, only the electrons screen it. If the ions relax, their displacements screen it too. The distinction matters in hafnia because its ionic response is large.

With $\epsilon=5$ for frozen ions, the image correction at 10 Å is 1.634 eV. Applied to a relaxed cell with $\epsilon=20$, it would be 1.226 eV too large, more than three times the raw error it was meant to cure. For a calculation with the ions frozen at the positions they had before the charge was added, it is the right image term, and since both terms of (1) scale as $1/\epsilon$ for a given $\rho$, the raw error there, with the same $\rho$, is four times that of the relaxed cell, about $-1.45$ eV. If the ions are instead frozen in a geometry relaxed for a charged state, as in a vertical transition from that state, their polarization remains in the cell. A single $\epsilon$ in (1) then does not in general give the error, and even a cell with $q=0$ has an image error.

## Where alignment is not enough

A crystal does not screen equally at all wavelengths. Suppose that at small $k$

$$\frac1{\epsilon(k)}=\frac1\epsilon+\eta k^2+\dots$$

The interaction then splits into the Coulomb part $4\pi/(\epsilon k^2)$ and a remainder $w(k)$ with $w(0)=4\pi\eta$. The remainder is taken to be short-ranged in real space, so that it does not reach the images.

If $\mathbf G=0$ were kept, the reciprocal sum for $w$ would equal a real-space sum over images, in which only the isolated defect's own term survives. The supercell omits $\mathbf G=0$. This changes the energy by $-w(0)q^2/(2\Omega)=-2\pi\eta q^2/\Omega$ and the far potential by $-w(0)q/\Omega=-4\pi\eta q/\Omega$. The measured $qC$ thus changes by twice as much as the energy. In contrast to the local case, this shift has no accompanying parabola to supply the second half. With $C$ read from the actual far potential,

$$E_{\rm per}-E_{\rm iso}=-\frac{\alpha q^2}{2\epsilon L}+qC+\frac{2\pi\eta q^2}{\Omega}.\tag{4}$$

As a case, take

$$\frac1{\epsilon(k)}=\frac1\epsilon+\Big(1-\frac1\epsilon\Big)\frac{k^2}{k^2+\kappa^2},$$

with $\kappa=2$ Å$^{-1}$ and $\epsilon=20$, so that $\eta=0.95/4=0.2375$ Å$^2$. At $L=15$ Å the image term is $-0.272$ eV, $qC=-0.037$ eV and the last term of (4) is 0.025 eV. Their sum reproduces the directly computed raw error, $-0.284$ eV.

Here correction (3) leaves the energy 0.025 eV too high, while the image correction alone would leave it 0.012 eV too low. In this case, adding the alignment term about doubles the size of the remaining error. This does not make the reference irrelevant. The two $1/L^3$ contributions, $+0.014$ eV from $Q$ and $-0.025$ eV from $\eta$, partly cancel for these parameters, and a consistent treatment needs both. In practice, corrected energies from several cell sizes should be compared, and any remaining trend examined for a $1/L^3$ part.

Other conditions also limit (3). The polar phase of hafnia is orthorhombic, so its screened lattice sum requires the dielectric tensor and the actual cell shape, not $\alpha/\epsilon$. If the charge spreads through the cell, as it does when the missing electrons come from a band state and not from the vacancy, there is no far region and the expansion of $\psi$ loses its basis. A thin film between electrodes is not a uniform medium, and its boundaries must enter the electrostatics.

## Assessment

The background may stay in the calculation, but the inference drawn from it should be withdrawn. A revised argument should report the image correction with its dielectric constant, the far potential after subtraction of the lattice model, the common zero used for $\varepsilon_v$, and corrected energies for more than one cell. The numerical output following this comment gives the values used here.

## Table of computed values

```
Coulomb constant e^2/(4 pi eps0) = 14.3996 eV angstrom
Madelung constant alpha = 2.837297
Gaussian part: charge +2.0 e, standard deviation 0.8 angstrom
Gaussian part: charge +6.0 e, standard deviation 1.0 angstrom
Gaussian part: charge -6.0 e, standard deviation 0.6 angstrom
total charge q = 2.0000 e
second moment Q = 15.3600 e angstrom^2
eps = 20: isolated energy E_iso = 1.2693 eV
L = 10 angstrom: E_per = 0.9071 eV, raw error = -0.3622 eV
   image term = -0.4086 eV, q C = 0.0463 eV
   far potential unsubtracted = -0.0923 V, C = 0.0232 V
   residual after both corrections below 1e-6 eV: True
L = 15 angstrom: E_per = 1.0107 eV, raw error = -0.2586 eV
   image term = -0.2724 eV, q C = 0.0137 eV
   far potential unsubtracted = -0.0701 V, C = 0.0069 V
   residual after both corrections below 1e-6 eV: True
L = 20 angstrom: E_per = 1.0708 eV, raw error = -0.1985 eV
   image term = -0.2043 eV, q C = 0.0058 eV
   far potential unsubtracted = -0.0548 V, C = 0.0029 V
   residual after both corrections below 1e-6 eV: True
L = 10 angstrom: total correction to add = 0.3622 eV = 0.01331 hartree
L = 10 angstrom: raw shift of (2+/0) level = +0.1811 eV
L = 10 angstrom: image correction with eps = 5: 1.6342 eV
   excess if used for relaxed ions = 1.2257 eV
edge where image term is 0.05 eV (eps = 20) = 81.7 angstrom
nonlocal screening, L = 15 angstrom, kappa = 2.0 /angstrom, eta = 0.2375 angstrom^2
   raw error = -0.2841 eV, image term = -0.2724 eV
   q C = -0.0372 eV, left over = 0.0255 eV
   predicted left over = 0.0255 eV
host: cubic edge 2.5 angstrom, unit charges +-4 e, widths 0.3 and 0.6 angstrom
host mean potential relative to vacuum = 6.2537 V
   vacuum zero: charge +2 energy = 8.1546 eV, host level = -20.1617 eV
      energy + 2 * level = -32.1689 eV
   zero average: charge +2 energy = -4.3527 eV, host level = -13.9081 eV
      energy + 2 * level = -32.1689 eV
```
